\section*{Recoil correction of order $(Z\alpha)^5m^2/M$ to hydrogenic energy levels, part 2}

An electron of mass $m$ and charge $-e$ is bound to a spinless point nucleus of charge $Ze$ and mass $M\gg m$, with $a=Z\alpha\ll1$. We seek the shift of level $(n,l)$ of first order in $m/M$ and fifth order in $a$, apart from logarithms and without radiative recoil:
\begin{equation}
\Delta E=\frac{m^2c^2}{M}\,\frac{a^5}{\pi n^3}\,P ,
\label{defP}
\end{equation}
Units are $\hbar=c=1$, $e^2=4\pi\alpha$. The Hamiltonian is $H=\boldsymbol\alpha\cdot\mathbf{p}+\beta m+V$, $V=-a/r$; the reference state is $|a\rangle$, with wave function $\psi$; $\Delta_n=E_n-E_a$, and ``neg'' marks $E_n<0$. Repeated Cartesian indices are summed, $\gamma_E$ is Euler's constant and $H_n=\sum_{i=1}^n1/i$.

The vacuum has all negative levels filled. Transitions $a\to n$ to positive levels carry $s_n=+1$; vacuum transitions $n\to a$ from negative levels, blocked by the electron, carry $s_n=-1$. Using $\sum_ns_n=\sum_n-2\sum_{\rm neg}$ separates a static part $E_{\rm st}$, which contains the closure sum $\langle p^2\rangle/2M$ but no $a^5$ term, from
\begin{align}
E_C&=-\frac1M\sum_{\rm neg}\frac{|\boldsymbol{\mathcal F}_{an}|^2}{(E_a-E_n)^2},\label{EC}\\
E_T&=\frac2{\pi M}\int_0^\infty\!dy\,\mathrm{Re}\sum_n\frac{\mathcal F^j_{an}\,\delta D^j_{na}}{\Delta_n^2+y^2}+\frac2M\,\mathrm{Re}\sum_{\rm neg}p^j_{an}D^j(0)_{na},\label{ET}\\
E_S&=\frac1{\pi M}\int_0^\infty\!dy\sum_n\frac{\Delta_n}{\Delta_n^2+y^2}\,D^j_{an}D^j_{na}.\label{ES}
\end{align}
These give $P=P_C+P_T+P_S$. Here $\mathcal F^j=[V,p^j]=i\partial_jV$, so $\mathcal F^j_{an}=-\Delta_np^j_{an}$. The weight $\Delta_n/(\Delta_n^2+y^2)$ is $-\mathrm{Re}\,G(E_a+iy)$, with $G(z)=(z-H)^{-1}$.

The photon operator at imaginary energy $iy$ is $D^j(iy)=a\,\alpha^id^{ij}$, where $d^{ij}$ is the transform of $4\pi\delta_\perp^{ij}/(k^2+y^2)$ and $\delta_\perp^{ij}=\delta^{ij}-k^ik^j/k^2$. With $\mathbf{n}=\mathbf{r}/r$ and $x=yr$,
\begin{equation}
d^{ij}=\frac1r\left[T\,(\delta^{ij}-n^in^j)+L\,n^in^j\right],\qquad T=e^{-x}-q,\quad L=2q ,
\end{equation}
where $q=(1-e^{-x}-xe^{-x})/x^2$. For large $x$, $T\to-1/x^2$ and $L\to2/x^2$. The difference $\delta D=D(iy)-D(0)$ is $-\tfrac23a\,y\,\boldsymbol\alpha$ for $yr\ll1$.

\subsection*{(c) The Coulomb part}

\textit{Find $P_C$. Use $|\psi(0)|^2=(ma)^3\delta_{l0}/(\pi n^3)$, which part (d) derives.}

\paragraph{Solution.} Suppose, subject to check, that negative levels of momentum $k\sim m$ dominate (\ref{EC}). They are free waves up to relative order $a$. They probe distances $1/m$, over which the bound state is the constant $\psi(0)u_0$, with $u_0$ an upper-component spinor, and $E_a\to m$. The transform of $V$ is $-4\pi a/k^2$, so that of $i\nabla V$ is $4\pi a\,\mathbf k/k^2$, with square $(4\pi a)^2/k^2$. The spin sum over the two negative levels is the projector $\Lambda_-=(E_k-\boldsymbol\alpha\cdot\mathbf k-\beta m)/2E_k$, with $E_k=\sqrt{k^2+m^2}$ and $u_0^\dagger\Lambda_-u_0=(E_k-m)/2E_k$. With $d^3k/(2\pi)^3=k^2dk/2\pi^2$,
\begin{equation}
E_C=-\frac{|\psi(0)|^2}M\,\frac{16\pi^2a^2}{2\pi^2}\int_0^\infty\!dk\,\frac{E_k-m}{2E_k(E_k+m)^2}=-\frac{4a^2|\psi(0)|^2}M\,I_C .
\end{equation}
Put $k=m\sinh\theta$, so that $dk/E_k=d\theta$ and $(\cosh\theta-1)/(\cosh\theta+1)^2=\tanh^2(\theta/2)/[2\cosh^2(\theta/2)]$. With $u=\tanh(\theta/2)$ and $du=d\theta/[2\cosh^2(\theta/2)]$, $I_C=m^{-1}\int_0^1u^2du=1/3m$; quadrature gives $0.33333333$. The integrand grows as $k^2$ from the origin, so momenta $k\sim ma$ contribute a fraction $a^3$, which confirms the supposition. The combination $a^2|\psi(0)|^2/(mM)$ equals $(m^2/M)\,a^5/(\pi n^3)$ for S states, the unit of (\ref{defP}), and
\begin{equation}
P_C=-\tfrac43\,\delta_{l0}.
\end{equation}
For $l>0$ the upper component vanishes at the origin in the Schr\"odinger limit; the lower component of a $p_{1/2}$ state does not, but its density there is smaller by a factor of order $a^2$ than that of an S state. The factor 2 in $\sum_ns_n=\sum_n-2\sum_{\rm neg}$ shows that the term has two equal negative halves, $-\tfrac23$ each for S states. One comes from the vacuum transitions $n\to a$, virtual pairs that the bound electron blocks. The other removes the transitions $a\to n$ into the filled negative levels, which the closure sum $\langle p^2\rangle$ in $E_{\rm st}$ had counted.

\subsection*{(d) Moments of $1/r^3$}

\textit{In atomic units (lengths in $1/ma$), find $\langle r^{-3}\rangle$ for Schr\"odinger states with $l>0$, find $R(0)^2$ for $l=0$, and for $l=0$ find $c_n$ in $\langle\theta(r-\varepsilon)r^{-3}\rangle=(4/n^3)(-\ln\varepsilon-\gamma_E+c_n)+O(\varepsilon)$.}

\paragraph{Solution.} Let $U=rR$ obey $U''=2(V_{\rm eff}-E)U$ with $V_{\rm eff}=l(l+1)/2r^2-1/r$ and $E=-1/[2(n_r+l+1)^2]$. The Hellmann--Feynman theorem in the parameter $l$ at fixed $n_r$ gives $\tfrac12(2l+1)\langle r^{-2}\rangle=1/n^3$. Multiplying the equation by $U'$ and integrating from $0$ to $\infty$ gives $-\tfrac12U'(0)^2=-\langle V_{\rm eff}'\rangle$, since $(V_{\rm eff}-E)U^2$ vanishes at both ends. Here $V'_{\rm eff}=1/r^2-l(l+1)/r^3$. For $l=0$ this yields $R(0)^2=2\langle r^{-2}\rangle=4/n^3$, hence $|\psi(0)|^2=1/\pi n^3$. For $l>0$, $U'(0)=0$ and
\begin{equation}
\langle r^{-3}\rangle=\frac{2}{n^3\,l(l+1)(2l+1)} .
\label{r3}
\end{equation}
For $l=0$, $R=N e^{-x/2}L^1_{n-1}(x)$ with $x=2r/n$ in this part. Since $L^1_{n-1}(0)=n$, $N^2=4/n^5$. Consider $\mu(\eta)=\int_0^\infty x^{\eta-1}e^{-x}[L^1_{n-1}]^2dx$ for small $\eta>0$. The generating function $\sum_pL^1_p(x)t^p=(1-t)^{-2}e^{-xt/(1-t)}$, taken twice, has the total exponent $-x(1-tu)/[(1-t)(1-u)]$, so
\begin{equation}
\sum_{p,p'}t^pu^{p'}\!\int_0^\infty\!x^{\eta-1}e^{-x}L^1_pL^1_{p'}\,dx=\Gamma(\eta)\,\frac{(1-t)^{\eta-2}(1-u)^{\eta-2}}{(1-tu)^\eta}.
\end{equation}
Expand $(1-tu)^{-\eta}=\sum_k(\eta)_k(tu)^k/k!$ and $(1-t)^{\eta-2}=\sum_p(2-\eta)_pt^p/p!$, and take the coefficient of $(tu)^{n-1}$. For $k=0$, $(2-\eta)_{n-1}/(n-1)!=n[1-\eta(H_n-1)]+O(\eta^2)$ and $\Gamma(\eta)=1/\eta-\gamma_E+O(\eta)$, which contribute $n^2[1/\eta-\gamma_E-2H_n+2]$. For $k\ge1$, $\Gamma(\eta)(\eta)_k/k!\to1/k$ and the other factor tends to $(n-k)^2$. The sum is $\sum_{k=1}^{n-1}(n-k)^2/k=n^2H_{n-1}-2n(n-1)+\tfrac12n(n-1)=n^2[H_n-\tfrac32+\tfrac1{2n}]$. Therefore $\mu=n^2[1/\eta-\gamma_E-H_n+\tfrac12+\tfrac1{2n}]$. Changing to $r$ multiplies by $(n/2)^\eta$, which adds $\ln(n/2)$. On the other hand $\int_0^\infty r^{\eta-1}R^2dr=R(0)^2[1/\eta+\ln\varepsilon]+\int_\varepsilon^\infty R^2dr/r$ as $\eta\to0$, up to $O(\varepsilon)$. Comparing,
\begin{equation}
c_n=\ln\frac n2-H_n+\frac12+\frac1{2n}.
\label{cn}
\end{equation}
It is convenient to define one symbol for both cases,
\begin{equation}
a_n=-2\Big[\ln\frac2n+H_n+1-\frac1{2n}\Big]\ (l=0),\qquad a_n=\frac1{l(l+1)(2l+1)}\ (l>0),
\label{an}
\end{equation}
so that $c_n=\tfrac12a_n+\tfrac32$ for $l=0$ and $\langle r^{-3}\rangle=2a_n/n^3$ for $l>0$. Quadrature gives $c_1=-0.693147$, $c_2=-0.750000$, $c_3=-0.761202$, $c_4=-0.765186$, and the program asserts these and (\ref{r3}) for all states up to $n=4$.

\subsection*{(e) The seagull part}

\textit{Divide the $y$ integral in (\ref{ES}) at $\Lambda$, with $ma\ll\Lambda\ll m$. Evaluate both pieces and find $P_S$.}

\paragraph{Solution, $y<\Lambda$.} Positive levels on the atomic scale have $D_{na}\sim ma^3$, and their weight integrates to at most $\pi/2$, so they give $a^6$. Negative levels have $\Delta_n\simeq-2m$ and weight $-1/2m$. The matrix $\alpha^i$ turns the upper-component state $\psi$ into a lower-component function, which for momenta far below $m$ lies in the negative subspace, so closure applies. Because $d^{ij}d^{kj}$ is symmetric in $i,k$, the product $\alpha^i\alpha^k$ reduces to $\delta^{ik}$, and $d^{ij}d^{ij}=\varphi(yr)/r^2$ with $\varphi=2T^2+L^2$. Then
\begin{equation}
E_S^<=-\frac{a^2}{2\pi mM}\Big\langle\frac{\Phi(\Lambda r)}{r^3}\Big\rangle,\qquad\Phi(X)=\int_0^X\varphi\,dx .
\label{ESsoft}
\end{equation}
The weight $1/2m$ is the $e^2A^2/2m$ coupling of a slow electron, so this piece is the exchange of two transverse photons between the $A^2$ vertices of the two particles.

Two properties of $\varphi$ are needed, and both come from $\mathcal M(\eta)=\int_0^\infty\varphi\,x^\eta dx$, which is analytic for $-1<\eta<3$ because $\varphi(0)$ is finite and $\varphi\to6/x^4$. Expanding, $\varphi=2e^{-2x}-4e^{-x}q+6q^2$. The rule $\int_0^\infty x^{z-1}e^{-cx}dx=\Gamma(z)c^{-z}$ holds for $z>0$, and for $-1<z<0$ it holds with $e^{-cx}-1$ in place of $e^{-cx}$. Take $2<\eta<3$. In $x^4q^2=1-2e^{-x}+e^{-2x}-2xe^{-x}+2xe^{-2x}+x^2e^{-2x}$ the first three terms equal $-2(e^{-x}-1)+(e^{-2x}-1)$, so every term is covered. With $u=2^{-\eta}$,
\begin{align}
\int e^{-x}q\,x^\eta dx&=\Gamma(\eta-1)(1-2u)-\Gamma(\eta)\,u,\\
\int q^2x^\eta dx&=\left[\Gamma(\eta-3)+\Gamma(\eta-2)\right](8u-2)+2u\,\Gamma(\eta-1).
\end{align}
Factor out $\Gamma(1+\eta)$, use $\Gamma(\eta-3)+\Gamma(\eta-2)=(\eta-2)\Gamma(\eta-3)$ and set $\nu=(u-1+u\eta)/\eta$. The first integral becomes $-\nu/(\eta-1)$. The second has the numerator $8u-2+2u(\eta-3)=2\eta\nu$ and becomes $2\nu/[(\eta-1)(\eta-3)]$. Since $4(\eta-3)+12=4\eta$,
\begin{equation}
\mathcal M(\eta)=\Gamma(1+\eta)\left[u+\frac{4\eta\,\nu}{(\eta-1)(\eta-3)}\right],
\end{equation}
and analytic continuation carries this to $\eta=0$, where $\nu=1-\ln2$. Hence
\begin{equation}
\Phi(\infty)=\mathcal M(0)=1,\qquad\int_0^\infty\!\varphi\ln x\,dx=\mathcal M'(0)=-\gamma_E+\tfrac43-\tfrac73\ln2 .
\end{equation}
Quadrature gives $1.00000000$ and $-0.86122575$.

Since $\Lambda\gg ma$, $\Phi(\Lambda r)=1$ except at $r\lesssim1/\Lambda$. For $l>0$ that region carries no weight, the operator is $-a^2/(2\pi mMr^3)$, and (\ref{r3}) gives $P_S=-a_n$. For $l=0$ the density is constant where $\Phi\neq1$, so $\Phi(\Lambda r)$ may be replaced by $\theta(r-\varepsilon)$ if both have the same integral against $dr/r$. Integration by parts gives $\int_0^X\Phi\,dx/x=\ln X-\mathcal M'(0)$ for large $X$, to be matched to $\ln X-\ln(\Lambda\varepsilon)$, so $\ln(\Lambda\varepsilon)=\mathcal M'(0)$. The error is of relative order $ma/\Lambda$, from the slope of the density. With part (d),
\begin{equation}
P_S^<=-2\left[-\ln(\varepsilon ma)-\gamma_E+c_n\right]=-2\left[\ln\frac\Lambda{ma}-\frac43+\frac73\ln2+c_n\right].
\end{equation}

\paragraph{Solution, $y>\Lambda$.} Now $D$ is concentrated at $r\lesssim1/\Lambda$, so $\psi\to\psi(0)u_0$, and the resolvent is the free one, $G_0=(z+\boldsymbol\alpha\cdot\mathbf k+\beta m)/(z^2-k^2-m^2)$ at $z=m+iy$. Between upper spinors, $\alpha^i(z+\beta m)\alpha^l=(z-\beta m)\alpha^i\alpha^l\to iy\,\alpha^i\alpha^l$; the term with three $\alpha$ matrices has no upper-upper block; and contraction with the symmetric $\delta_\perp^{ij}\delta_\perp^{lj}=\delta_\perp^{il}$ gives its trace, 2. With $R^2=k^2+y^2$,
\begin{equation}
u_0^\dagger\alpha^iG_0\alpha^lu_0\,\delta_\perp^{il}=\frac{2iy}{2imy-R^2},\qquad\text{real part}\quad\frac{4my^2}{R^4+4m^2y^2},
\end{equation}
and the program checks the matrix element with explicit Dirac matrices. Then
\begin{equation}
E_S^>=-\frac{8a^2|\psi(0)|^2}{\pi M}\int_\Lambda^\infty\!dy\int_0^\infty\!k^2dk\,\frac{4my^2}{R^4(R^4+4m^2y^2)} .
\end{equation}
This integrand also measures what closure omitted below $\Lambda$. It differs from its soft limit $1/(mR^4)$ by $-1/[m(R^4+4m^2y^2)]$, whose $k$ integral scales as $(my)^{-1/2}$ for $y\ll m$, so the omitted part of $P_S^<$ is of order $\sqrt{\Lambda/m}$.

Set $m=1$, $y=Rc$, $k=R\sin\theta$, $c=\cos\theta$. The measure is $R\,dR\,d\theta$, the lower limit is $R_0=\Lambda/c$, and the integrand becomes $\sin^2\theta\cdot4c^2/[R(R^2+4c^2)]$. Its antiderivative in $R$ is $\ln R-\tfrac12\ln(R^2+4c^2)$, so the $R$ integral equals $\tfrac12\ln(1+4c^4/\Lambda^2)$, which is $\ln(2c^2/\Lambda)$ except where $c^2\lesssim\Lambda$. From $\ln\cos\theta=-\ln2+\cos2\theta-\tfrac12\cos4\theta+\dots$ and $\sin^2\theta=\tfrac12(1-\cos2\theta)$ one finds $\int_0^{\pi/2}\sin^2\theta\ln\cos\theta\,d\theta=-\tfrac\pi4\ln2-\tfrac\pi8$, and $\int_0^{\pi/2}\sin^2\theta\,d\theta=\tfrac\pi4$. The double integral is $\tfrac\pi4[\ln(2/\Lambda)-2\ln2-1]$, and
\begin{equation}
P_S^>=-2\left[\ln\frac m{2\Lambda}-1\right].
\end{equation}
The remainder can be found as well. With $c=\sqrt\Lambda\,v$ near $\theta=\pi/2$ it is $\sqrt\Lambda\int_0^\infty\tfrac12\ln(1+1/4v^4)\,dv$. Integration by parts turns $\int_0^\infty\ln(1+b^4/v^4)dv$ into $\int_0^\infty4b^4dv/(v^4+b^4)=\sqrt2\pi b$, which is $\pi$ at $b=1/\sqrt2$. The remainder in $P_S^>$ is thus $-(8/\pi)(\pi/2)\sqrt{\Lambda/m}=-4\sqrt{\Lambda/m}$. At $\Lambda=10^{-8}m$ this predicts $P_S^>+2\ln(m/2\Lambda)=2-0.0004$, and two-dimensional quadrature gives $1.9996$. Such terms depend on an arbitrary dividing point and cancel between the two pieces.

In the sum $\Lambda$ cancels, the constants are $-\tfrac43-1=-\tfrac73$ and the logarithms of 2 are $\tfrac73-1=\tfrac43$:
\begin{equation}
P_S=-2\left[\ln\frac1a-\frac73+\frac43\ln2+c_n\right]\ (l=0),\qquad P_S=-a_n\ (l>0).
\label{PS}
\end{equation}
The logarithm is $\ln(m/ma)$: it comes from photon energies between the inverse Bohr radius and the electron mass.

\subsection*{(f) The single-transverse part}

\textit{Divide the $y$ integral in (\ref{ET}) at $K$, with $ma^2\ll K\ll ma$, and at $\Lambda$ as before. Find $P_T$ in terms of the Bethe logarithm, defined with Schr\"odinger states by}
\begin{equation}
\ln k_0(n,l)=\frac{n^3}{2m^3a^4}\sum_{n'}\Delta_{n'}|\mathbf p_{an'}|^2\ln\frac{2|\Delta_{n'}|}{ma^2}.
\end{equation}

\paragraph{Solution, $y>\Lambda$ and negative levels.} With $\psi\to\psi(0)u_0$ and free intermediate states of momentum $\mathbf k$, the element $\mathcal F^j$ is proportional to $k^j$ and $D^j$ to $\delta_\perp^{ij}(\mathbf k)$, at any $y$ including $y=0$. Their contraction is zero, so the term of order $a^2|\psi(0)|^2/mM$ vanishes identically for $y>\Lambda$ and in the sum over negative levels of momentum of order $m$. For negative levels of atomic momentum, power counting gives $\mathcal F_{an}\sim(a/r^2)\,a\sim m^2a^4$, because $\mathcal F$ does not mix upper and lower components and the mixing angle is $p/m\sim a$, while $D_{na}\sim ma^2$. The last term of (\ref{ET}) is then $(m^2a^4/m)(ma^2)/M\sim a^6m^2/M$, and the negative levels in the $y$ integral below $\Lambda$ have a further factor $\Lambda/m$. These are estimates of order, possibly up to logarithms; part (h) tests them.

\paragraph{Solution, $y<K$.} Here $yr\ll1$, so $\delta D^j=-\tfrac23ay\,\alpha^j$. The commutator $[H,\mathbf r]=-i\boldsymbol\alpha$ gives $\boldsymbol\alpha_{na}=i\Delta_n\mathbf r_{na}$, and the Schr\"odinger commutator gives $\mathbf p_{na}=im\Delta_n\mathbf r_{na}$, so $\boldsymbol\alpha_{na}=\mathbf p_{na}/m$ for positive levels at leading order. With $\mathcal F^j_{an}=-\Delta_np^j_{an}$ the two minus signs cancel:
\begin{equation}
E_T^{\rm low}=\frac{4a}{3\pi mM}\sum_n\Delta_n|\mathbf p_{an}|^2\int_0^K\!\frac{y\,dy}{\Delta_n^2+y^2}\simeq\frac{4a}{3\pi mM}\sum_n\Delta_n|\mathbf p_{an}|^2\ln\frac K{|\Delta_n|}.
\end{equation}
The exact integral is $\tfrac12\ln(1+K^2/\Delta_n^2)$, so the last form fails for levels with $\Delta_n\gtrsim K$. For S states their weight follows from $p_{an}\sim4\pi a\psi(0)/(k\Delta)$ with $\Delta=k^2/2m$: $\Delta|p|^2k^2dk\sim a^2|\psi(0)|^2m\,dk/k^2$, and the tail beyond $k\sim\sqrt{mK}$, relative to the total $a|\psi(0)|^2$, is $\sqrt{ma^2/K}\ll1$. The total is fixed by the sum rule $\sum_n\Delta_n|\mathbf p_{an}|^2=\tfrac12\langle[p^j,[H,p^j]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi a|\psi(0)|^2=2m^3a^4\delta_{l0}/n^3$, which the program asserts. Writing $\ln(K/|\Delta|)=\ln(2K/ma^2)-\ln(2|\Delta|/ma^2)$,
\begin{equation}
P_T^{\rm low}=\frac83\left[\delta_{l0}\ln\frac{2K}{ma^2}-\ln k_0\right].
\end{equation}

The Coulomb and seagull parts $P_C$ and $P_S$ are now known, as is the contribution to $P_T$ from photon energies $y<K$. The range $K<y<\Lambda$ of the single-transverse part remains, followed by the sum, the numerical test and the values for hydrogen.

Numbers in the example were calculated in double precision.
